Longitudinal-transverse exciton splitting from the G = 0 exchange term

A dipole-active exciton in a cubic insulator is a triplet: its three members transform like x, y and z. Suppose that it carries a small wave vector q = q q̂. The long-range Coulomb interaction between two dipole waves contains each dipole once, multiplied by q, and the potential brings a factor 1/q². The length of q cancels and its direction remains. Together with the short-range part, which by cubic symmetry is isotropic, the energy matrix of the triplet must have the form

M_ij = a δ_ij + b q̂_i q̂_j.

Two states, polarized across q, have energy a. The third, polarized along q, has energy a + b. The only energy that can be made from the squared charge e², a dipole length F and a volume V in second order in F is e²F²/V, so

b = (number) × e²F²/V × (function of dimensionless screening).

Symmetry and dimensions give neither the number nor the screening function. Both follow from the Bethe-Salpeter equation, and they make a + b the energy at which the macroscopic dielectric function vanishes, while a is the energy of its pole.

Rydberg atomic units are used: ħ = 1, m = 1/2, e² = 2, with lengths in bohr. The Coulomb potential is then v(q) = 4πe²/q² = 8π/q². The screened interaction W between electron and hole is taken as static, spin-orbit coupling and damping are neglected, and the ground state is a closed shell. The wave vector is small compared with the inverse lattice constant and the inverse exciton radius, yet large compared with ω/c, so that the Coulomb interaction may be treated as instantaneous. For q near ω/c the transverse exciton mixes with light, and the equations below no longer describe it.

Let t label a pair in which an electron is raised from valence state v at k to conduction state c at k + q. An excitation has resonant amplitudes X_t and antiresonant amplitudes Y_t, collected in x = (X, Y). The pair equation is

S x = ω σ x, S = [[A, B], [B*, A*]], σ = diag(1, −1).

A is Hermitian and B is symmetric. S contains the band energies, the attraction due to W and the exchange due to the bare v. Exchange couples the spin-up pair and the spin-down pair to themselves and to each other with the same element K. The spin matrix K[[1, 1], [1, 1]] has eigenvalue 2K for the symmetric combination, the singlet, and 0 for the antisymmetric one. Singlets therefore feel twice the exchange.

The exchange is a sum over reciprocal lattice vectors G. Its G = 0 term for singlets is

2 × (1/V) × (8π/q²) × ρ_t ρ_t'*, ρ_t = ⟨c, k+q| exp(iq·r) |v, k⟩,

with V the crystal volume. For small q the pair density ρ_t is an overlap of cell-periodic functions, ⟨u_c,k+q|u_v,k⟩. It vanishes at q = 0 by orthogonality. With H_k the band Hamiltonian acting on cell-periodic functions, first-order perturbation theory in q·∇H_k gives

ρ_t = ⟨u_c| q·∇H_k |u_v⟩/(E_c − E_v) = i q·r_cv,

r_cv = −i ⟨u_c|∇H_k|u_v⟩/(E_c − E_v).

The antiresonant partner has pair density i q·r_cv*. Both kinds of component thus carry the factor iq, and the whole column is ρ = iq u with

u = (q̂·r_cv, q̂·r_cv*).

In ρρ† the product (iq)(−iq) = q² cancels the 1/q² of the potential. Let S̄ be the matrix without the G = 0 exchange. Then

S = S̄ + w u u†, w = 2 × 8π/V = 16π/V.

The terms with G ≠ 0 have no such singular denominator. They stay in S̄ and do not depend on q̂ in the limit. The added term is finite and has rank one: it acts on a state only through the single number u†x, its dipole along q.

The dielectric function follows from the response to a weak potential φ at wave vector q and frequency ω. Each spin has amplitudes that obey

(S − ωσ) x = −ρ φ.

The two spins contribute equally to the density, 2ρ†x/V in total. The density response is therefore

χ = −(2/V) ρ†(S − ωσ)⁻¹ρ = −(2q²/V) R, R = u†(S − ωσ)⁻¹u.

Since v × 2q²/V = w, the inverse macroscopic dielectric function is

1/ε_M = 1 + vχ = 1 − wR.

To express this through S̄, write y = (S − ωσ)⁻¹u, so that R = u†y. The equation for y is

(S̄ − ωσ) y + w u R = u, hence y = (1 − wR)(S̄ − ωσ)⁻¹u.

Multiply by u† and define R̄ = u†(S̄ − ωσ)⁻¹u. Then R = (1 − wR)R̄, or R = R̄/(1 + wR̄), and 1 − wR = 1/(1 + wR̄). Therefore

ε_M(ω) = 1 + w u†(S̄ − ωσ)⁻¹u.

The matrix without the long-range term gives ε_M, and the matrix with it gives 1/ε_M. Physically, S̄ describes the response to the total macroscopic field, while S also contains the field that the induced charge produces.

The link to the eigenvalues is a determinant. A matrix 1 + pr† leaves every vector orthogonal to r unchanged, and its trace exceeds that of the unit matrix by r†p. Its determinant is therefore 1 + r†p. Taking S̄ − ωσ out as a factor,

det(S − ωσ) = det(S̄ − ωσ) × [1 + w u†(S̄ − ωσ)⁻¹u],

and the bracket is ε_M:

ε_M(ω) = det(S − ωσ)/det(S̄ − ωσ).

The zeros of ε_M are eigenvalues of the problem with G = 0 exchange, and its poles are eigenvalues of the problem without it. Modes with u†x = 0 are common to both determinants and cancel. At ω = 0, where the eigenvalues occur in pairs ±E, the ratio becomes

ε_M(0) = ∏ (E_L/E_T)²,

with one factor for every longitudinal mode and its transverse counterpart.

To isolate one exciton, ε_M is expanded in the modes of S̄. Assume that S̄ is positive definite, so that no singlet pair excitation at this wave vector lowers the energy of the ground state. Its modes then have real energies and form a complete set. Choose those with E_λ > 0 and normalize them by x_λ†σx_λ = 1. Each mode x = (X, Y) has a partner x̃ = (Y*, X*) with energy −E_λ and norm −1. Different modes are orthogonal with σ as metric. Expand

(S̄ − ωσ)⁻¹u = Σ (c_λ x_λ + c̃_λ x̃_λ).

Acting with S̄ − ωσ on both sides gives

u = Σ [c_λ(E_λ − ω) σx_λ − c̃_λ(E_λ + ω) σx̃_λ].

Multiplication by x_λ† yields c_λ = x_λ†u/(E_λ − ω). Multiplication by x̃_λ†, with its norm −1, yields c̃_λ = x̃_λ†u/(E_λ + ω). Because the lower half of u is the complex conjugate of the upper half, u†x̃_λ = (u†x_λ)*, and both terms have the same strength F_λ² = |u†x_λ|². Since 1/(E − ω) + 1/(E + ω) = 2E/(E² − ω²),

ε_M(ω) = 1 + w Σ 2E_λ F_λ²/(E_λ² − ω²).

Its slope for ω > 0 is w Σ 4E_λ ω F_λ²/(E_λ² − ω²)², which is positive. Just above a bright pole ε_M starts from −∞, and it rises to +∞ at the next bright pole, or to 1 above the last. Exactly one zero lies in each such interval.

Now the triplet. Since u is linear in q̂, the three members x_j can be chosen so that u†x_j = F q̂_j. A combination polarized across q has u†x = 0. For it S x = S̄ x = E_T σx, so it remains a solution with unchanged energy. The combination along q has u†x = F and takes the full strength. Two states therefore stay at E_T, as the opening argument required. A transverse dipole wave carries no charge density, because the density is proportional to q·P. A longitudinal wave does. When the background dielectric function defined next is positive, the field of that charge opposes the polarization and raises the frequency.

Separate the pole of this exciton from the rest:

ε_M(ω) = ε_b(ω) + 2wE_T F²/(E_T² − ω²).

Here ε_b, the background dielectric function, contains the 1 and all other modes of S̄. At the zero ω = E_L,

ε_b(E_L) = 2wE_T F²/(E_L² − E_T²),

and hence

E_L² − E_T² = 2E_T w F²/ε_b(E_L), w = 16π/V.

No approximation has been made in this step. The background must be taken at E_L, so the equation is implicit. Dividing by E_L + E_T,

E_L − E_T = [2E_T/(E_L + E_T)] × wF²/ε_b(E_L).

For small F² the first factor tends to 1 and ε_b(E_L) to ε_b(E_T). To first order in F²,

E_L − E_T = w F²/ε_b(E_T) = 16π F²/(V ε_b(E_T)) = 8π e²F²/(V ε_b(E_T)).

The number left open at the start is 8π: 4π from the Coulomb potential and 2 from spin. The first-order form needs ε_b(E_T) ≠ 0, and its sign fixes the direction of the shift. If the exciton lies between a pole of the background and the zero that follows it, ε_b(E_T) is negative, and the formula gives a zero near E_T that lies below the pole. If other bright levels are so close that ε_b changes strongly between E_T and E_L, the first-order form fails and the implicit equation must be solved.

The exchange in the pair equation is unscreened, yet the splitting contains 1/ε_b. The expectation value of the G = 0 term in the exciton is wF², without ε_b. The difference comes from the same G = 0 term, which couples the exciton to all other transitions and these transitions to one another, as their elimination shows. In the modes of S̄, let p be the two amplitudes of the exciton and its partner, with couplings f, and let s be all other amplitudes, with couplings h. Let D_p and D_s be the diagonal blocks of S̄ and σ_p and σ_s those of σ. The total longitudinal dipole is Λ = f†p + h†s, and S x = ωσx reads

(D_p − ωσ_p) p + w f Λ = 0,
(D_s − ωσ_s) s + w h Λ = 0.

The second line gives h†s = −w g Λ with g = h†(D_s − ωσ_s)⁻¹h. Inserted into Λ, this gives Λ = f†p − wgΛ, or

Λ = f†p/(1 + wg).

By the same mode expansion as before, 1 + wg is ε_b(ω). The first line becomes

(D_p − ωσ_p) p + [w/ε_b(ω)] f f† p = 0.

The other transitions polarize in the field of the exciton and divide its total dipole by ε_b, which is a reduction when ε_b > 1, as it is below all poles of the background. With the phase of the mode chosen so that f = (F, F), and with κ = wF²/ε_b(ω), the two-by-two determinant is

(E_T + κ − ω)(E_T + κ + ω) − κ² = E_T² + 2E_Tκ − ω² = 0,

which is the equation for E_L found from the zero of ε_M.

This settles when ε_b has to be written by hand. If the pair matrix contains all transitions, the G = 0 exchange must be the bare one, because diagonalization produces the screening. If high transitions are left out of the basis, their dielectric function, taken at the frequency of the solution, must divide w, and no other part of ε_b may be inserted. The elimination above uses modes of S̄. Transitions left out of a smaller basis may also couple to the exciton through the short-range terms and so change E_T and F. Those changes are not contained in the division by ε_b.

A lattice of small polarizable sites shows all of this with sums that can be done in real space. Place the sites on a simple cubic lattice with constant 6 bohr, so that the cell volume is 216 bohr³. Each site has four dipole triplets, with round model parameters: energies 0.60, 1.10, 1.30 and 1.60 Ry, and dipole lengths d of 0.30, 0.90, 0.80 and 0.70 bohr. The lowest triplet makes the exciton. Exchange and attraction within a site are contained in the site energies. In a Bloch sum all cells contribute equally, so the crystal volume in w is replaced by the cell volume when d refers to one cell:

w = 16π/216 = 0.2327 Ry/bohr².

Between different sites the exchange is the interaction of point dipoles. For transitions m and n, polarizations i and j, and separation R it is

2e² d_m d_n (δ_ij − 3R_iR_j/R²)/R³.

Its trace over i = j vanishes for every R, since 3 − 3 = 0. In the limit of small q its lattice sum consists of the G = 0 part w q̂_i q̂_j, with trace w, and an isotropic remainder c δ_ij, with trace 3c. Hence c = −w/3, and the sum is

d_m d_n w (q̂_i q̂_j − δ_ij/3).

Summing the bare geometric factor plane by plane in real space gives 8.37758/a³ along q and −4.18879/a³ across it, with a the lattice constant, for q along [001] and along [110] alike. The difference is 12.56637/a³, which is 4π/a³. A sum that never mentions G thus returns the G = 0 term as its direction-dependent part.

The remainder −w/3 belongs to S̄. It is again a rank-one term for each polarization, so the algebra that led from R̄ to R applies with w replaced by −w/3. Let R₀ = Σ 2E_n d_n²/(E_n² − ω²) be the response of an isolated site, with E_n and d_n its energies and dipole lengths. Then R̄ = R₀/(1 − wR₀/3), and with y = wR₀/3

ε_M = 1 + 3y/(1 − y) = (1 + 2y)/(1 − y),

the Clausius-Mossotti form. At ω = 0 the four triplets give R₀ = 3.370 bohr²/Ry, y = 0.2614 and ε_M(0) = 1.5228/0.7386 = 2.062. The product of (E_L/E_T)² over the four pairs of lattice levels has the same value.

Diagonalizing the lattice problem with the real-space sums gives these levels in Ry:

transverse: 0.58977, 1.01152, 1.25962, 1.57004
longitudinal: 0.60848, 1.16272, 1.39488, 1.71662

One longitudinal level lies above each transverse level and below the next. The lowest pair agrees with the pole and the zero of ε_M, and the longitudinal level is the same for both directions of q. The exciton strength is F² = 0.1922 bohr², about twice the site value d² = 0.0900 bohr². Without the remainder −w/3 the modes of S̄ would be the site transitions and F² would equal d². The increase is therefore due to the remainder. With the lowest triplet alone, of energy E = 0.60 Ry, R̄ = 2Ed²/(E² − 2Ewd²/3 − ω²) has its pole at 0.593 Ry and strength F² = d² × 0.60/0.593 = 0.091 bohr². Almost all of the increase thus comes from short-range mixing with the upper triplets.

The bare expectation value is

wF² = 0.23271 × 0.19218 = 0.04472 Ry.

With ε_b(E_L) = 2.354,

E_L² − E_T² = 2 × 0.58977 × 0.04472/2.354 = 0.02241 Ry²,

and division by E_L + E_T = 1.19825 Ry gives

E_L − E_T = 0.01870 Ry = 0.254 eV.

The squared lattice levels differ by the same 0.02241 Ry². The bare expectation value is 2.4 times the true splitting. Solving the two-by-two problem of the exciton alone with the bare term hardly helps: it gives 0.04315 Ry. What is missing is the G = 0 exchange that involves the upper triplets, both with the exciton and among themselves. Both parts are needed. With the first alone, elimination would give w(1 − wg) in place of w/(1 + wg), and since wg = ε_b − 1 is about 1.3 near E_T, the level would fall below E_T.

The first-order formula with ε_b(E_T) = 2.314 gives 0.04472/2.314 = 0.01933 Ry, which is 3.3 % above the exact splitting of the model. When the site dipole of the lowest triplet is reduced from 0.3 to 0.1 bohr, and its square by a factor of nine, this relative error falls to 0.37 %, again by about nine, as expected for a correction of the next order in F². The static background ε_b(0) = 1.910 gives 0.02341 Ry, which is 25 % too large relative to the exact value. The background transitions lie not far above the exciton, so ε_b rises appreciably between zero frequency and E_T. A static background constant is adequate when those transitions lie far above the exciton.

The numerical check also covers a general complex pair matrix with explicit spin, for which the zeros of ε_M found by root search coincide with the eigenvalues of S to rounding accuracy. The identification of pole and zero therefore does not rest on the special form of the site model.

Computed values

```
Rydberg energy: 13.605693 eV
General matrix, largest |zero - level|: 2.0e-15 Ry
Pair length from overlap / q: 0.54835 bohr
Pair length from velocity: 0.54834 bohr
Well, eps - 1 from state sum: 0.349076
Well, eps - 1 from finite field: 0.349075
Lattice sum [001], longitudinal: 8.377581 / a^3
Lattice sum [001], transverse: -4.188790 / a^3
Lattice sum [110], longitudinal: 8.377581 / a^3
Lattice sum [110], transverse: -4.188790 / a^3
4 pi: 12.566371
Lattice constant: 6.0 bohr
Cell volume: 216.0 bohr^3
w = 16 pi / volume: 0.232711 Ry/bohr^2
Site energies (Ry): 0.60 1.10 1.30 1.60
Site dipole lengths (bohr): 0.30 0.90 0.80 0.70
Sum of oscillator strengths: 5.122
Transverse levels, lattice (Ry): 0.589773 1.011524 1.259621 1.570040
Longitudinal levels, lattice (Ry): 0.608475 1.162719 1.394880 1.716619
Third level for q along [110]: 0.608475 Ry
Pole of eps, E_T: 0.589773 Ry
Zero of eps, E_L: 0.608475 Ry
Static eps_M: 2.06173
Product of (E_L/E_T)^2 over all levels: 2.06173
Exciton strength F^2: 0.192183 bohr^2
Bare site value d^2: 0.090000 bohr^2
eps_b at zero frequency: 1.91007
eps_b at E_T: 2.31426
eps_b at E_L: 2.35402
E_L^2 - E_T^2 from lattice levels: 0.022410 Ry^2
2 E_T w F^2 / eps_b(E_L): 0.022410 Ry^2
Exact splitting E_L - E_T: 0.018702 Ry
Exact splitting E_L - E_T: 0.2545 eV
Bare expectation value w F^2: 0.044723 Ry
Bare term solved in exciton alone: 0.043145 Ry
First order with eps_b(E_T): 0.019325 Ry
First order with eps_b(0): 0.023414 Ry
First-order relative error, dipole 0.3 bohr: 3.331 %
First-order relative error, dipole 0.1 bohr: 0.368 %
```
